# Matsubara Sums with Tail Subtraction and the One-Loop QED Bubble

## A sum that loses a third of its value

One frequency sum in the electron bubble below has magnitude 0.0645 in units of \(1/m\), where \(m\) is the electron mass. Forty terms, placed symmetrically about zero frequency, miss it by 0.0203, or 31% of that magnitude. Eighty terms still miss it by 0.0101. If two numbers known in advance are added to the forty terms, the error drops to \(3.0\times10^{-8}\).

The slow convergence comes from the high-frequency tail of the summand, which can be summed analytically. The full sum can also be found by contour integration, which gives a reference for the numerical error and separates vacuum from medium.

Units are \(\hbar=c=k_B=1\). At temperature \(T\) and chemical potential \(\mu\),

\[
x_n=i\omega_n,\qquad z_n=x_n+\mu,
\]

with \(\omega_n=(2n+1)\pi T\) for fermions and \(2n\pi T\) for bosons. The external frequency is \(\nu=2\pi T l\), with integer \(l\).

## The sum as a contour integral

Define

\[
N(x)=\frac1{e^{x/T}+1}\ \text{(fermions)},\qquad
N(x)=-\frac1{e^{x/T}-1}\ \text{(bosons)}.
\]

The bosonic \(N\) is minus the Bose occupation \(n_B\). This sign lets one formula serve both cases. Direct substitution gives \(N(-x)=1-N(x)\) for both.

The poles of \(N\) are the points \(x_n\). For fermions the denominator has slope \(e^{x_n/T}/T=-1/T\) there, so the residue is \(-T\). For bosons the slope is \(+1/T\) and the numerator is \(-1\), so the residue is again \(-T\).

Let \(f\) be a rational function that falls at least as fast as \(1/x^2\) and has no pole at any \(x_n\). Integrate \(Nf\) over a circle of radius \(R\) passing midway between neighbouring poles of \(N\). The circle stays at least \(\pi T\) from every such pole. Since \(N\) is periodic along the imaginary direction and tends to 0 or 1 far to the right or left, it is bounded on these circles. The length grows as \(R\) and \(f\) falls as \(1/R^2\), so the integral vanishes at least as fast as \(1/R\). The residues therefore add to zero:

\[
T\sum_n f(x_n)=\sum_{\text{poles of }f}\operatorname{Res}(fN) .
\]

A summand falling as \(1/x\) is not covered, because the circle integral no longer vanishes. For \(1/(x-a)\) the circle contributes \(1/2\), and the symmetric sum converges to \(N(a)-1/2\). For real \(a\), unequal cutoffs on the two sides shift only the imaginary part of this sum. A convergence factor \(e^{i\omega_n\eta}\) changes the real part. For small \(\eta>0\), \(e^{x\eta}N(x)\) decays both far to the left and far to the right, so the circle drops out and the sum tends to \(N(a)\) as \(\eta\to0^+\). The opposite sign gives \(N(a)-1\). The factor specifies which of these values is meant.

At a simple pole of \(f\), \(\operatorname{Res}(fN)\) is the residue of \(f\) times the value of \(N\) there. Take two simple poles, with real \(a,b\):

\[
f(x)=\frac1{(x+\mu-a)(x+\mu+i\nu-b)} .
\]

At \(x=a-\mu\) the residue is \(1/(i\nu+a-b)\). At \(x=b-\mu-i\nu\) it is \(-1/(i\nu+a-b)\). Because \(e^{i\nu/T}=1\), we have \(N(b-\mu-i\nu)=N(b-\mu)\). Hence

\[
T\sum_n\frac1{(z_n-a)(z_n+i\nu-b)}
=\frac{N(a-\mu)-N(b-\mu)}{i\nu+a-b}. \tag{1}
\]

For bosons \(a\) and \(b\) must differ from \(\mu\). If \(\nu=0\) and \(a\to b\), the right side becomes the derivative \(N'(a-\mu)\). The periodicity of \(N\) must be used before \(i\nu\) is continued to a real frequency, since it holds at the discrete values of \(\nu\).

Numerical circle integrals, taken with \(a=E_1\) and \(b=-E_2\) from the example below, agree with the enclosed residues. For fermions the integral divided by \(2\pi i\) has size \(5.07\times10^{-3}\,m^{-1}\) at \(R=40\pi T\) and \(2.53\times10^{-3}\,m^{-1}\) at \(R=80\pi T\). The argument above only bounds the decay, but here the bound is reached. On a large circle \(N\simeq1\) on the left half and \(N\simeq0\) on the right, and \(f\simeq1/x^2\). The left half gives \(\int_{iR}^{-iR}dx/x^2=2/(iR)\), so the size after division by \(2\pi i\) is \(1/(\pi R)\), which is \(5.07\times10^{-3}\,m^{-1}\) at \(R=40\pi T\) with \(T=0.5m\).

A single propagator follows from \(1/(E^2-z^2)=-1/[(z-E)(z+E)]\). Setting \(a=E\), \(b=-E\), \(\nu=0\) in (1),

\[
T\sum_n\frac1{E^2-z_n^2}
=-\frac{N(E-\mu)-N(-E-\mu)}{2E}
=\frac{1-N(E-\mu)-N(E+\mu)}{2E}.
\]

For bosons at \(\mu=0\) this is \((1+2n_B)/(2E)\). When \(E\ll T\), \(n_B\simeq T/E-1/2\), and the result tends to \(T/E^2\), which is the \(n=0\) term alone. That term must be kept separate in a numerical treatment of the tail.

## Tail subtraction and its error

At large \(|x|\) write

\[
f(x)=\frac{c_2}{x^2}+\frac{c_3}{x^3}+\frac{c_4}{x^4}+\cdots .
\]

Sum over \(n=-N_c,\ldots,N_c-1\) for fermions and \(n=-N_c,\ldots,N_c\) for bosons. Both sets are symmetric in \(\omega\), so odd powers cancel. With \(x^2=-\omega^2\) and \(x^4=\omega^4\), the corrected sum is

\[
S=T\sum_{\rm in}f-c_2\Big(F_2-T\sum_{\rm in}\omega_n^{-2}\Big)
+c_4\Big(F_4-T\sum_{\rm in}\omega_n^{-4}\Big), \tag{2}
\]

where "in" means inside the cutoff, \(\omega=0\) is omitted from the power sums, and \(F_s=T\sum_{n}\omega_n^{-s}\) runs over all nonzero frequencies.

The constants follow from \(\sum_{j\ge1}j^{-2}=\pi^2/6\) and \(\sum_{j\ge1}j^{-4}=\pi^4/90\). Removing even \(j\) multiplies these by \(3/4\) and \(15/16\), giving \(\pi^2/8\) and \(\pi^4/96\). Therefore

\[
\begin{aligned}
\text{fermions: }&F_2=\frac{2T}{\pi^2T^2}\frac{\pi^2}{8}=\frac1{4T},&
F_4&=\frac{2T}{\pi^4T^4}\frac{\pi^4}{96}=\frac1{48T^3},\\
\text{bosons: }&F_2=\frac{2T}{4\pi^2T^2}\frac{\pi^2}{6}=\frac1{12T},&
F_4&=\frac{2T}{16\pi^4T^4}\frac{\pi^4}{90}=\frac1{720T^3}.
\end{aligned}
\]

To estimate what remains, replace the outer sum by an integral whose unit cells are centred on the summation points. Its lower edge is \(M=N_c\) for fermions and \(M=N_c+\tfrac12\) for bosons:

\[
T\sum_{\rm out}\omega_n^{-s}\simeq
\frac{2T}{(2\pi T)^s(s-1)M^{s-1}} . \tag{3}
\]

With zero, one or two tails included, the first omitted even power is \(s=2,4,6\), provided its coefficient is nonzero. The error then falls as \(M^{-1}\), \(M^{-3}\) or \(M^{-5}\). The expansion requires \(2\pi TM\) to be large compared with the distances of the poles of \(f\) from the origin. Lower temperature or higher line energy therefore calls for more terms.

## The electron bubble

Let \(H_j=\boldsymbol\alpha\cdot\mathbf k_j+\beta m\) be the Dirac Hamiltonian at momentum \(\mathbf k_j\), with \(\mathbf k_{1,2}=\mathbf k\mp\mathbf p/2\), and let \(G_j(z)=1/(z-H_j)\). Define the density bubble as

\[
\Pi(i\nu,p)=e^2\int\frac{d^3k}{(2\pi)^3}K,\qquad
K=-T\sum_n\operatorname{tr}[G_1(z_n)G_2(z_n+i\nu)] .
\]

With this sign the static medium response at long wavelength is positive, as shown below.

Since \(H_j^2=E_j^2=k_j^2+m^2\), we have \(G_j=(z+H_j)/(z^2-E_j^2)\). The Dirac matrices are traceless, mutually anticommuting and square to one, so \(\operatorname{tr}H_1H_2=4A\), with \(A=\mathbf k_1\cdot\mathbf k_2+m^2\). Writing \(w=z+i\nu\),

\[
\operatorname{tr}[G_1(z)G_2(w)]
=\frac{4(zw+A)}{(z^2-E_1^2)(w^2-E_2^2)} .
\]

To apply (1), use the projectors \(P_{j,s}=(1+sH_j/E_j)/2\), \(s=\pm1\), for which \(G_j(z)=\sum_sP_{j,s}/(z-sE_j)\). Their trace is

\[
\operatorname{tr}P_{1,s}P_{2,t}
=\tfrac14\Big(4+st\frac{4A}{E_1E_2}\Big)=1+stc,\qquad
c=\frac A{E_1E_2}.
\]

Thus

\[
K=-\sum_{s,t=\pm1}(1+stc)
\frac{N(sE_1-\mu)-N(tE_2-\mu)}{i\nu+sE_1-tE_2}. \tag{4}
\]

### Vacuum and medium

Use \(N(-E-\mu)=1-N(E+\mu)\). The constant 1 is the filled negative-energy level; terms containing \(N(E\mp\mu)\) describe electrons and positrons in the medium. With the constants alone, only opposite signs \(s,t\) contribute:

\[
K_{\rm vac}=(1-c)\left[\frac1{E_1+E_2+i\nu}+\frac1{E_1+E_2-i\nu}\right]
=\frac{2(1-c)(E_1+E_2)}{(E_1+E_2)^2+\nu^2}.
\]

This agrees with a numerical integral over continuous frequency at \(\mu=0\), where \(T\sum_n\) becomes \(\int d\omega/(2\pi)\). For \(|\mu|<m\), every medium occupation vanishes as \(T\to0\). For \(|\mu|>m\), a filled Fermi sea survives, so "medium" is a better name than "thermal".

A scalar bubble with two bosonic lines, \(T\sum_n1/[(E_1^2-z_n^2)(E_2^2-w_n^2)]\), splits in the same way. Since \(1/(E^2-z^2)=-(2E)^{-1}\sum_s s/(z-sE)\), the weight \(-(1+stc)\) in (4) is replaced by \(st/(4E_1E_2)\). The constants give

\[
\frac{E_1+E_2}{2E_1E_2[(E_1+E_2)^2+\nu^2]} .
\]

## One momentum point, with errors

Take \(T=0.5m\), \(\mu=0.3m\), \(p=m\), \(k=m\), and \(\mathbf k\cdot\mathbf p=0.5m^2\). Then

\[
\begin{aligned}
E_1^2&=(1+0.25-0.5+1)m^2=1.75m^2,\\
E_2^2&=(1+0.25+0.5+1)m^2=2.75m^2,
\end{aligned}
\]

so \(E_1=1.3229m\), \(E_2=1.6583m\). Also \(A=(1-0.25+1)m^2=1.75m^2\) and \(c=0.7977\). For \(\nu=2\pi T=3.1416m\),

\[
K_{\rm vac}=\frac{2(0.2023)(2.9812)}{2.9812^2+3.1416^2}\frac1m
=\frac{0.0643}{m}.
\]

The medium part from (4) is \((-0.00325+0.02070i)/m\). Their sum, \((0.06105+0.02070i)/m\), agrees with the corrected frequency sum.

The imaginary part belongs to this momentum point, not to the integrated bubble. Changing \(\mathbf k\) to \(-\mathbf k\) exchanges \(E_1\) and \(E_2\). After the labels \(s,t\) are exchanged too, (4) becomes its complex conjugate. The two momentum points therefore cancel in the imaginary part.

The tail coefficients follow from

\[
\frac1{(x-u)(x-v)}=\frac1{x^2}+\frac{u+v}{x^3}
+\frac{u^2+uv+v^2}{x^4}+\cdots,
\]

with \(u=sE_1-\mu\) and \(v=tE_2-\mu-i\nu\). The four weights \(1+stc\) add to 4, so \(c_2=-4\). In \(c_4\), terms odd in \(s\) or \(t\) alone cancel, while \(\sum_{s,t}(1+stc)stE_1E_2=4A\). With \(\mu'=\mu+i\nu\),

\[
c_4=-4[E_1^2+E_2^2+A+\mu^2+\mu\mu'+\mu'^2]
=(13.4-11.3i)m^2.
\]

Formula (3) now explains the opening numbers. For \(N_c=20\), the error without tails should be

\[
\frac{4\cdot2T}{(2\pi T)^2N_c}=\frac{2}{\pi^2(0.5)(20)m}
=\frac{0.0203}{m},
\]

as found. With one tail, \(|c_4|=17.5m^2\) predicts \(7.5\times10^{-6}/m\); the measured error is \(7.47\times10^{-6}/m\). With two tails, doubling \(N_c\) reduces the error from \(3.01\times10^{-8}/m\) to \(9.41\times10^{-10}/m\), a factor of 32.

For a boson propagator with energy \(E_1\) and \(\mu=0\), \(n_B=0.0764\), hence

\[
\frac{1+2(0.0764)}{2(1.3229)m}=\frac{0.4357}{m}.
\]

Here the two-tail error falls by about 30, not 32. The edge \(M\) moves from 20.5 to 40.5, and \((40.5/20.5)^5=30.1\). The bosonic scalar bubble gives \(0.036225+0.004427=0.040652\) in units of \(m^{-3}\), vacuum plus medium.

Cooling tests the split. At \(T=0.05m\) and \(\nu=0\), the directly summed electron kernel is \(0.13570159/m\), against a vacuum value of \(0.13570158/m\). The largest occupation is about \(e^{-(1.323-0.3)/0.05}\simeq1.3\times10^{-9}\). Its factor \((1+c)/(E_2-E_1)\simeq5.4/m\) gives a contribution near \(7\times10^{-9}/m\), consistent with the difference in the last digit.

## Momentum integration of the vacuum part

Let \(E^2=k^2+m^2\). The symmetric momenta give \(E_{1,2}^2=E^2+p^2/4\mp\mathbf k\cdot\mathbf p\) and \(A=E^2-p^2/4\), so

\[
E_1^2E_2^2-A^2=E^2p^2-(\mathbf k\cdot\mathbf p)^2,
\]

\[
1-c=\frac{E^2p^2-(\mathbf k\cdot\mathbf p)^2}
{E_1E_2(E_1E_2+A)} .
\]

The second form avoids subtracting \(c\) from 1 when the two are nearly equal, as they are at large \(k\). For \(\mathbf k\) nearly parallel to \(\mathbf p\), its numerator should be computed as \(m^2p^2+|\mathbf k\times\mathbf p|^2\), which has no cancellation between its two terms. At large \(k\) the static kernel tends to \([E^2p^2-(\mathbf k\cdot\mathbf p)^2]/(2E^5)\), whose angular average is \(p^2/(3k^3)\). With \(d^3k/(2\pi)^3\to k^2dk/(2\pi^2)\), a momentum cutoff \(\Lambda\) gives the growth

\[
\frac{e^2p^2}{6\pi^2}\ln\Lambda .
\]

For \(e^2=0.0917\) and \(p=m\) the slope is \(1.5485\times10^{-3}m^2\) per unit of \(\ln\Lambda\). The integral over a large-momentum shell agrees to about 3 parts in \(10^5\).

Charge renormalization removes the term proportional to \(p^2\) at small momentum. To find the remainder, use current conservation and Lorentz covariance of the renormalized vacuum: \(\Pi_{\rm vac}=p^2F(Q^2)\), with \(Q^2=p^2+\nu^2\). The function \(F\) can then be read off at \(p\to0\), \(\nu^2=Q^2\), where \(1-c\simeq[E^2p^2-(\mathbf k\cdot\mathbf p)^2]/(2E^4)\). Averaging over angles,

\[
F(Q^2)=\frac{e^2}{\pi^2}\int_0^\infty dk\,
\frac{k^2(E^2-k^2/3)}{E^3(4E^2+Q^2)}.
\]

Subtracting \(F(0)\) makes the integral converge:

\[
F(Q^2)-F(0)=-\frac{e^2Q^2}{4\pi^2}\int_0^\infty dk\,
\frac{k^2(E^2-k^2/3)}{E^5(4E^2+Q^2)} .
\]

Put \(v=k/E\). Then \(E=m(1-v^2)^{-1/2}\) and \(dk=m(1-v^2)^{-3/2}dv\), and the integral becomes

\[
\int_0^1dv\,\frac{v^2(1-v^2/3)}{4m^2+Q^2(1-v^2)} .
\]

Let \(L=\ln[1+Q^2(1-v^2)/(4m^2)]\), so that \(L'=-2Q^2v/[4m^2+Q^2(1-v^2)]\). Integration by parts has no boundary term, because \(L(1)=0\) and \(v-v^3/3\) vanishes at zero:

\[
F(Q^2)-F(0)=-\frac{e^2}{8\pi^2}\int_0^1dv\,(1-v^2)L .
\]

Finally set \(y=(1+v)/2\), use the symmetry \(y\to1-y\), and write \(e^2=4\pi\alpha\). At \(\nu=0\),

\[
\Pi_{\rm vac}^{\rm ren}=-\frac{2\alpha p^2}{\pi}\int_0^1dy\,
y(1-y)\ln\left[1+y(1-y)\frac{p^2}{m^2}\right].
\]

At \(p=m\) this is \(-1.404\times10^{-4}m^2\). The subtracted static momentum integral gives the same value, which tests the use of covariance. The negative sign lowers the static photon denominator \(p^2+\Pi\): the effective charge grows at shorter distance.

## Momentum integration of the medium part

At \(\nu=0\), collect the terms of (4) containing an occupation \(N(E_1-s\mu)\). With \(r=st\), its coefficient is

\[
-\sum_{r=\pm1}\frac{1+rc}{E_1-rE_2}
=-\frac{2(E_1+cE_2)}{E_1^2-E_2^2}
=\frac{2(E_1^2+A)}{E_1(E_2^2-E_1^2)} .
\]

The terms on line 2 have the same form with the labels exchanged. Their sum is regular at \(E_1=E_2\). Cut out a narrow symmetric strip there before separating them; each part is then a principal-value integral. Shift the momentum so that the occupied line has momentum \(\mathbf k\) and the other \(\mathbf k+\mathbf p\). Then \(E_2^2-E_1^2=p^2+2\mathbf k\cdot\mathbf p\) and \(A=E^2+\mathbf k\cdot\mathbf p\). The two lines contribute equally:

\[
\Pi_{\rm med}=2e^2\,{\rm PV}\!\int\frac{d^3k}{(2\pi)^3}
\frac{n_-+n_+}{E}\,
\frac{4E^2+2\mathbf k\cdot\mathbf p}{p^2+2\mathbf k\cdot\mathbf p},
\]

where \(n_\mp=N(E\mp\mu)\) are the electron and positron occupations. The last fraction equals \(1+(4E^2-p^2)/(p^2+2\mathbf k\cdot\mathbf p)\), and integration over angle gives

\[
\Pi_{\rm med}=\frac{e^2}{\pi^2}\int_0^\infty dk\,\frac{k^2}{E}(n_-+n_+)
\left[1+\frac{4E^2-p^2}{4kp}\ln\left|\frac{2k+p}{2k-p}\right|\right].
\]

The occupations cut off large momenta exponentially, so no renormalization is needed. For the example the result is \(4.409\times10^{-3}m^2\). Summing frequencies first, subtracting the vacuum kernel and integrating over momentum agrees with it to 8 parts in \(10^8\). That residual comes from the truncated frequency sum: using (4) in its place on the same momentum grid gives \(4.40923181\times10^{-3}m^2\), the same as the one-dimensional formula to all digits shown. The medium part is about 31 times the magnitude of the renormalized vacuum part.

## Two limits at small momentum

As \(p\to0\) at \(\nu=0\), the logarithm tends to \(p/k\), giving

\[
m_D^2=\frac{e^2}{\pi^2}\int_0^\infty dk\,\frac{k^2+E^2}{E}(n_-+n_+).
\]

Since \(d(kE)/dk=(k^2+E^2)/E\), integration by parts moves the derivative onto the occupations. With \(dE/dk=k/E\),

\[
m_D^2=-\frac{e^2}{\pi^2}\int_0^\infty dk\,k^2
[N'(E-\mu)+N'(E+\mu)]
=e^2\frac{\partial n}{\partial\mu},
\]

where \(n=\pi^{-2}\int_0^\infty dk\,k^2(n_--n_+)\) is the net electron density, including two spin states. Differentiating this density numerically confirms the integral to 5 parts in \(10^7\).

At \(p=0\) with \(\nu\ne0\), however, \(c=1\) and \(E_1=E_2\). Opposite-sign terms in (4) have zero weight, and equal-sign terms have zero numerator. The bubble vanishes because total charge cannot respond to a uniform potential that varies in time. The static and uniform limits do not commute.

Here \(m_D^2=5.09\times10^{-3}m^2\), so \(m_D=0.0713m=36.4\) keV and the screening length \(1/m_D\) is 5.4 pm. The bracket in \(\Pi_{\rm med}\) depends on \(p\) through \(p/(2k)\) and \(p/(2E)\), so \(\Pi_{\rm med}\) stays close to \(m_D^2\) while \(p\) is small compared with the occupied momenta. These are of order \(m\) here, far above \(m_D\), so this length describes static screening by the electrons and positrons alone. Mobile ions that neutralize the net charge would shorten it. With \(n=0.0152m^3\), classical singly charged ions add \(e^2n/T=2.8\times10^{-3}m^2\) to \(m_D^2\), which reduces the length to about 4.4 pm. At \(p=m\), the medium response has fallen to 87% of \(m_D^2\). These are one-loop values: higher-order corrections are left out, as is the response of the background that neutralizes the net charge. The digits kept in the numerical output measure agreement between calculations, not the accuracy of the plasma model.

## Values computed for the example and the checks

```
T = 0.5 m, mu = 0.3 m, p = 1.0 m, nu = 3.141593 m
loop momentum k = 1.0 m, cosine of angle to p = 0.5
E1 = 1.322876 m, E2 = 1.658312 m
A = 1.750000 m^2, c = 0.797724 (no unit)
fermion circle integral, N=20, 40: 5.0680e-03, 2.5333e-03 1/m
boson circle integral, N=20, 40: 4.9445e-03, 2.5020e-03 1/m
electron kernel, direct sum: 0.06104741+0.02070192j 1/m
electron kernel, vacuum part: 0.06429812 1/m
electron kernel, medium part: -0.00325071+0.02070192j 1/m
fermion propagator, direct sum: 0.32052814 1/m
fermion propagator, formula: 0.32052814 1/m
Bose occupation at E1: 0.076371 (no unit)
boson propagator, direct sum: 0.43569528 1/m
boson propagator, formula: 0.43569528 1/m
boson scalar bubble, direct sum: 0.04065171 1/m^3
boson scalar bubble, vacuum part: 0.03622502 1/m^3
boson scalar bubble, medium part: 0.00442669 1/m^3
electron kernel, 0 tails, error N=20, 40: 2.027e-02, 1.013e-02 1/m
electron kernel, 1 tails, error N=20, 40: 7.465e-06, 9.364e-07 1/m
electron kernel, 2 tails, error N=20, 40: 3.013e-08, 9.413e-10 1/m
boson propagator, 0 tails, error N=20, 40: 4.941e-03, 2.502e-03 1/m
boson propagator, 1 tails, error N=20, 40: 6.941e-07, 9.011e-08 1/m
boson propagator, 2 tails, error N=20, 40: 1.754e-10, 5.842e-12 1/m
static kernel summed at T = 0.05 m: 0.13570159 1/m
static kernel, vacuum part: 0.13570158 1/m
equal momenta, nu nonzero, |sum|: 4.2e-15 1/m
e^2 = 0.0917012 (no unit)
static medium bubble, sum minus vacuum: 4.40923146e-03 m^2
static medium bubble, 1D formula: 4.40923181e-03 m^2
vacuum slope per ln(cutoff), integral: 1.548506e-03 m^2
vacuum slope per ln(cutoff), formula: 1.548546e-03 m^2
renormalized vacuum bubble, integral: -1.40366918e-04 m^2
renormalized vacuum bubble, formula: -1.40366918e-04 m^2
Debye mass squared, integral: 5.08643985e-03 m^2
Debye mass squared, density slope: 5.08644244e-03 m^2
electron mass: 510.9990 keV
Debye mass: 0.071319 m = 36.444 keV
screening length: 5.4145 pm
```
